# Spin projection of site hyperfine tensors in an exchange-coupled pair

A broken-symmetry calculation on a pair of magnetic ions, one with spin 2 and one with spin 3/2, returns a hyperfine tensor for each nucleus. Before these tensors are compared with the EPR spectrum of the spin-1/2 ground state, a decision is needed: by what factor, and with what sign, must each be multiplied? The answer depends on how the total spin of the pair is shared between its sites, and on the normalization used by the calculation.

## Setting and theorem

Let $\mathbf S_1$ and $\mathbf S_2$ be the dimensionless spin operators of the two sites, with fixed quantum numbers $S_1$ and $S_2$, and let $\mathbf S=\mathbf S_1+\mathbf S_2$. Each site carries one nucleus, with spin $\mathbf I_i$. The Hamiltonian is

$$H=J\,\mathbf S_1\cdot\mathbf S_2+V,\qquad V=\sum_{i=1,2}\mathbf S_i\cdot\mathbf a_i\cdot\mathbf I_i .$$

Positive $J$ is antiferromagnetic. The site tensor $\mathbf a_i$ refers to the spin of its own site. Energies are divided by Planck's constant and given as frequencies, because hartrees are inconveniently large for hyperfine couplings.

The assumptions are these:

- Each site keeps its spin. An electron shared between the sites is outside the model.
- Exchange is isotropic and much larger than the hyperfine coupling and any other term that mixes total spins, such as unequal Zeeman terms. Zero-field splitting is absent at first and is added later.
- The coupling of a nucleus to the spin of the other site is neglected.

**Theorem.** Within a multiplet of total spin $S>0$, and to first order in $V$, the hyperfine Hamiltonian is $\sum_i\mathbf S\cdot\mathbf A_i\cdot\mathbf I_i$ with $\mathbf A_i=c_i\mathbf a_i$ and

$$c_1=\frac{S(S+1)+S_1(S_1+1)-S_2(S_2+1)}{2S(S+1)},\qquad c_2=1-c_1 .$$

For $S_1=2$, $S_2=3/2$ and $S=1/2$, $c_1=2$ and $c_2=-1$.

## Lemma 1: the exchange multiplets

Operators of different sites commute, so $\mathbf S^2=\mathbf S_1^2+\mathbf S_2^2+2\,\mathbf S_1\cdot\mathbf S_2$. The exchange energy is therefore

$$E(S)=\frac J2\left[S(S+1)-S_1(S_1+1)-S_2(S_2+1)\right].$$

For spins 2 and 3/2, $S$ runs over 1/2, 3/2, 5/2 and 7/2. With $S_1(S_1+1)=6$ and $S_2(S_2+1)=15/4$, the energies are $-4.5J$, $-3J$, $-0.5J$ and $3J$. For $J>0$ the doublet is lowest, and the quartet lies $3J/2$ above it.

## Lemma 2: first order means projection

Let $P$ project onto one multiplet, of exchange energy $E_0$, and let $Q=1-P$. Exchange does not connect the two spaces, so an eigenstate $\psi$ of $H$ with energy $E$ obeys

$$(E-E_0)P\psi=PVP\psi+PVQ\psi,\qquad Q\psi=(E-QHQ)^{-1}QVP\psi .$$

The inverse is of order $1/J$, because the other multiplets are separated from $E_0$ by energies of that order. The term $PVQ\psi$ is thus of order $a^2/J$, where $a$ is the size of the site couplings. To first order the effective Hamiltonian is $PVP$. The nuclear operators commute with $P$, so what remains is to find $P\mathbf S_1P$ and $P\mathbf S_2P$.

## Lemma 3: a site spin is parallel to the total spin

**Claim.** The operator $\mathbf T=P\mathbf S_1P$ satisfies $S(S+1)\,\mathbf T=(\mathbf T\cdot\mathbf S)\,\mathbf S$.

**Proof.** Repeated indices are summed. The commutation rule $[S_{1j},S_{1k}]=i\varepsilon_{jkl}S_{1l}$ gives

$$[\mathbf S_1\cdot\mathbf S_2,S_{1k}]=i\varepsilon_{jkl}S_{1l}S_{2j}=i(\mathbf S_1\times\mathbf S_2)_k ,$$

since $\varepsilon_{jkl}=\varepsilon_{klj}$. Within the multiplet $\mathbf S_1\cdot\mathbf S_2$ is a number. The projected commutator therefore vanishes, and

$$P(\mathbf S_1\times\mathbf S_2)P=0 .$$

The commutation rule also reads $\mathbf S_1\times\mathbf S_1=i\mathbf S_1$. Hence $\mathbf S_1\times\mathbf S=i\mathbf S_1+\mathbf S_1\times\mathbf S_2$. The total spin commutes with $P$, so projection of this equation gives

$$\mathbf T\times\mathbf S=i\mathbf T .$$

Taking the cross product with $\mathbf S$ from the right once more gives

$$(\mathbf T\times\mathbf S)\times\mathbf S=i\,\mathbf T\times\mathbf S=-\mathbf T .$$

The left side can also be expanded, with the order of the operators kept. From $\varepsilon_{kij}\varepsilon_{ilm}=\delta_{jl}\delta_{km}-\delta_{jm}\delta_{kl}$,

$$[(\mathbf T\times\mathbf S)\times\mathbf S]_k=T_jS_kS_j-T_kS_jS_j .$$

In the first term, $S_kS_j=S_jS_k+i\varepsilon_{kjl}S_l$, so

$$T_jS_kS_j=(\mathbf T\cdot\mathbf S)S_k+i(\mathbf T\times\mathbf S)_k=(\mathbf T\cdot\mathbf S)S_k-T_k .$$

In the second term, $S_jS_j=S(S+1)$. Equating the two forms of the double product,

$$-T_k=(\mathbf T\cdot\mathbf S)S_k-T_k-S(S+1)T_k ,$$

and cancelling $-T_k$ proves the claim. $\square$

In the vector picture, exchange makes the site spins precess about their sum, and the component of $\mathbf S_1$ along $\mathbf S$ survives. The lemma is the operator form of that statement.

## Proof of the theorem

The scalar $\mathbf T\cdot\mathbf S$ equals $P\,\mathbf S_1\cdot\mathbf S\,P$. Squaring $\mathbf S_2=\mathbf S-\mathbf S_1$ gives

$$\mathbf S_2^2=\mathbf S^2+\mathbf S_1^2-2\,\mathbf S_1\cdot\mathbf S ,$$

where the two mixed products are equal because $\mathbf S_1\cdot\mathbf S=\mathbf S_1^2+\mathbf S_1\cdot\mathbf S_2=\mathbf S\cdot\mathbf S_1$. Thus

$$\mathbf S_1\cdot\mathbf S=\tfrac12\left(\mathbf S^2+\mathbf S_1^2-\mathbf S_2^2\right),$$

which is a number in the multiplet. Dividing it by $S(S+1)$ gives $P\mathbf S_1P=c_1\mathbf SP$ with the stated $c_1$. Since $\mathbf S_1+\mathbf S_2=\mathbf S$, the second coefficient is $1-c_1$. Finally,

$$P\,(\mathbf S_i\cdot\mathbf a_i\cdot\mathbf I_i)\,P=c_i\,\mathbf S\cdot\mathbf a_i\cdot\mathbf I_i\,P .$$

One number multiplies the whole tensor. Its principal axes are unchanged, and the axes of the two sites need not be parallel. For the pair considered here,

$$c_1=\frac{3/4+6-15/4}{2\cdot3/4}=\frac{3}{3/2}=2,\qquad c_2=1-2=-1.\qquad\square$$

**Remark (limiting cases).** For equal site spins both coefficients are 1/2 in every multiplet with $S>0$. For the lowest antiferromagnetic multiplet of unequal spins, $S=S_1-S_2$, one can write $S_1(S_1+1)-S_2(S_2+1)=S(S_1+S_2+1)$. With $S+S_2=S_1$ the numerator of $c_1$ becomes $2S(S_1+1)$, so

$$c_1=\frac{S_1+1}{S+1},\qquad c_2=-\frac{S_2}{S+1}.$$

The larger spin points along the total spin and the smaller one against it.

## The doublet written out

The coefficients can also be read from the state itself. Let $|g\rangle$ be the doublet state with $M=1/2$,

$$|g\rangle=\sum_{m_1=-1}^{2}\alpha(m_1)\,|m_1,\tfrac12-m_1\rangle .$$

The range of $m_1$ follows from $|m_2|\le3/2$. The raising operator $S_+=S_{1+}+S_{2+}$ must annihilate $|g\rangle$, because a doublet has no state with $M=3/2$. The component of $S_+|g\rangle$ along $|m_1+1,\tfrac12-m_1\rangle$ comes from raising $m_1$ in one term and $m_2=-\tfrac12-m_1$ in the next:

$$\alpha(m_1)\sqrt{6-m_1(m_1+1)}+\alpha(m_1+1)\sqrt{\tfrac{15}{4}-\left(m_1^2-\tfrac14\right)}=0 .$$

The radicands factor as $(2-m_1)(3+m_1)$ and $(2-m_1)(2+m_1)$. Therefore

$$\frac{\alpha(m_1)^2}{\alpha(m_1+1)^2}=\frac{m_1+2}{m_1+3},\qquad \alpha(m_1)^2=\frac{m_1+2}{10}.$$

The weights for $m_1=2,1,0,-1$ are 0.4, 0.3, 0.2 and 0.1. The mean site spins are

$$\langle S_{1z}\rangle=0.8+0.3+0-0.1=1,\qquad\langle S_{2z}\rangle=\tfrac12-1=-\tfrac12 .$$

Division by $M=1/2$ gives 2 and $-1$ again. A coefficient larger than one is thus no sign of extra spin on site 1. It compares a site spin projection of 1 with a total projection of 1/2.

## Corollary: converting calculated tensors

In the ideal broken-symmetry state, site 1 has $m_1=2$ and site 2 has $m_2=-3/2$. This product state has $M=1/2$, like $|g\rangle$, but its weight in the doublet is 0.4, the first of the weights above. Its mean squared spin is

$$\langle\mathbf S^2\rangle=6+\tfrac{15}{4}+2(2)\left(-\tfrac32\right)=3.75 ,$$

compared with 0.75 for a doublet.

Suppose that the calculation divides the mean hyperfine coupling by the total projection $M=1/2$. The raw tensors are then

$$\mathbf A_1^{\rm raw}=\frac{2}{1/2}\,\mathbf a_1=4\mathbf a_1,\qquad \mathbf A_2^{\rm raw}=\frac{-3/2}{1/2}\,\mathbf a_2=-3\mathbf a_2 .$$

All tensor components follow in this way, because the product state can be quantized along any axis. Comparison with $\mathbf A_1=2\mathbf a_1$ and $\mathbf A_2=-\mathbf a_2$ gives

$$\mathbf A_1=\tfrac12\mathbf A_1^{\rm raw},\qquad\mathbf A_2=\tfrac13\mathbf A_2^{\rm raw}.$$

Both factors are positive, since the raw tensor of site 2 already contains the reversal of its spin. Multiplying it by $-1$ would count that reversal twice.

If the high-spin state with $M=7/2$ is calculated instead, the raw tensors are $\tfrac{2}{7/2}\mathbf a_1=\tfrac47\mathbf a_1$ and $\tfrac{3/2}{7/2}\mathbf a_2=\tfrac37\mathbf a_2$. The factors become $7/2$ and $-7/3$, and now the sign must be supplied. In general the factor is $c_iM/\langle S_{iz}\rangle$, with $M$ and $\langle S_{iz}\rangle$ taken in the state that was calculated.

These conversions assume ideal site spins. In a real determinant some spin density lies on ligands or on the other ion, and the site tensor may differ between the high-spin and broken-symmetry solutions. The projection does not remove such errors, nor those of the density functional.

## Proposition: the effect of zero-field splitting

Let the Hamiltonian also contain $\sum_i\mathbf S_i\cdot\mathbf D_i\cdot\mathbf S_i$, with symmetric traceless tensors $\mathbf D_i$ that are small compared with $J$. The coefficients of the spin-1/2 ground state then become tensors. To first order in $D/J$,

$$\mathbf c_1=2\,\mathbf 1-\frac{28\mathbf D_1+8\mathbf D_2}{5J},\qquad \mathbf c_2=-\mathbf 1+\frac{28\mathbf D_1+8\mathbf D_2}{5J}.$$

They are defined by $S_{ik}\to\sum_l(\mathbf c_i)_{kl}S_l$ in the ground doublet, where $\mathbf S$ is now the effective spin 1/2. Because they are symmetric at this order, $\mathbf A_i=\mathbf c_i\mathbf a_i$ as a matrix product.

**Proof.** The total spin is half-integral and the added term is even under time reversal, so the ground doublet stays degenerate. The change comes from mixing with higher multiplets.

*The state that matters.* Define $|e\rangle=(S_{1z}-1)|g\rangle$. With $\langle\cdots\rangle$ denoting an average over the weights of $|g\rangle$,

$$\langle m_1\rangle=1,\qquad\langle m_1^2\rangle=1.6+0.3+0.1=2,\qquad\langle m_1^3\rangle=3.2+0.3-0.1=3.4 .$$

Hence $\langle g|e\rangle=0$ and $\langle e|e\rangle=2-2+1=1$. Next, $[S_+,S_{1z}]=-S_{1+}$ and $S_+|g\rangle=0$ give $S_+|e\rangle=-S_{1+}|g\rangle$. Since $S_+$ and $S_{1+}$ commute, $S_+^2|e\rangle=0$. A component with $S\ge5/2$ and $M=1/2$ would survive two raisings, so $|e\rangle$ has none. Being orthogonal to $|g\rangle$, it has no doublet part either, and it is the quartet state with $M=1/2$. Thus $S_{1z}|g\rangle=|g\rangle+|e\rangle$, and the quartet is the one excited multiplet that enters the first-order change of $\langle S_{1z}\rangle$. The zero-field term also mixes the $S=5/2$ multiplet into the ground state, but $S_{1z}$ does not connect that multiplet to $|g\rangle$.

*Axial tensors.* Take $\mathbf D_i=D_i\,\mathrm{diag}(-\tfrac13,-\tfrac13,\tfrac23)$, for which the added term is $D_iS_{iz}^2$ plus a constant. In the states used here $S_{2z}=\tfrac12-m_1$. The matrix elements are

$$\langle e|S_{1z}^2|g\rangle=\langle m_1^3\rangle-\langle m_1^2\rangle=\tfrac75,$$

$$\langle e|S_{2z}^2|g\rangle=\left\langle(m_1-1)\left(\tfrac14-m_1+m_1^2\right)\right\rangle=0-1+\tfrac75=\tfrac25 .$$

The quartet lies $3J/2$ above the doublet, so its first-order amplitude is $-(7D_1+2D_2)/5$ divided by $3J/2$. Since $\langle g|S_{1z}|e\rangle=1$,

$$\delta\langle S_{1z}\rangle=-2\cdot\frac{7D_1+2D_2}{5}\cdot\frac{2}{3J}=-\frac{4(7D_1+2D_2)}{15J}.$$

Dividing by $M=1/2$ gives

$$\delta(\mathbf c_1)_{zz}=-\frac{8(7D_1+2D_2)}{15J}.$$

*The other components.* Exchange has no preferred direction, so $\delta\mathbf c_1$ rotates with the $\mathbf D_i$. Its trace is linear in them and unchanged by rotation. It can therefore be averaged over all orientations of the $\mathbf D_i$, and it vanishes because a traceless tensor averages to zero. For axial $\mathbf D_i$, rotations about $z$ and a half-turn about $x$ leave a diagonal $\delta\mathbf c_1$ with equal $x$ and $y$ entries. These entries must be $-\tfrac12$ of the $zz$ entry, so $\delta\mathbf c_1$ is proportional to the axial tensor. As $(\mathbf D_i)_{zz}=\tfrac23D_i$, the result for $zz$ is reproduced by $-(28\mathbf D_1+8\mathbf D_2)/(5J)$.

Every symmetric traceless tensor with principal values $d_k$ and axes $\mathbf n_k$ is a sum of axial ones, $\sum_kd_k(\mathbf n_k\mathbf n_k-\tfrac13\mathbf 1)$. Linearity extends the result to all such $\mathbf D_i$, whatever their relative orientation. Finally, $\mathbf S_1+\mathbf S_2$ does not connect different multiplets, so the first-order changes of $\mathbf c_1$ and $\mathbf c_2$ cancel. $\square$

## Worked example

The following are round model parameters, not those of a particular compound:

- exchange constant $J=9000$ GHz
- site tensor $\mathbf a_1=\mathrm{diag}(-190,-190,-140)$ MHz
- site tensor $\mathbf a_2=\mathrm{diag}(-220,-220,-205)$ MHz

The gap to the quartet is $1.5\times9000=13500$ GHz, or 648 K when divided by Boltzmann's constant. The quartet has twice as many states as the doublet, so the ratio of their populations is $2e^{-648\,{\rm K}/T}$. At 100 K and below the doublet holds more than 99% of the population, whereas at 300 K it holds about 81%. Without zero-field splitting,

$$\mathbf A_1=2\mathbf a_1=\mathrm{diag}(-380,-380,-280)\ \text{MHz},$$

$$\mathbf A_2=-\mathbf a_2=\mathrm{diag}(220,220,205)\ \text{MHz}.$$

The isotropic parts, one third of the traces, are $-346.7$ and $215.0$ MHz. An ideal broken-symmetry calculation would give the raw tensors $4\mathbf a_1=\mathrm{diag}(-760,-760,-560)$ MHz and $-3\mathbf a_2=\mathrm{diag}(660,660,615)$ MHz. Used without conversion, they would be too large by factors of 2 and 3.

**Size of the neglected second order.** Give each site a model nucleus of spin 1/2 and tilt $\mathbf a_2$ by 30° about $y$. The full Hamiltonian then has $5\times4\times2\times2=80$ states, and the effective one has 8. Numerical diagonalization of the effective matrix gives four twofold levels at $-215.901$, $-44.921$, $-17.678$ and $278.501$ MHz. The lowest levels of the full matrix, measured from the exchange energy $-4.5J$, lie at $-215.905$, $-44.925$, $-17.683$ and $278.496$ MHz. The largest difference is 0.0047 MHz, and it falls to 0.0024 MHz when $J$ is doubled. This is the $1/J$ dependence expected from Lemma 2, whose scale is $(200\ \text{MHz})^2/J\approx0.004$ MHz.

**Effect of zero-field splitting.** Return to the untilted tensors and add axial terms along $z$ with $D_1=-60$ GHz and $D_2=9$ GHz. Then $(\mathbf D_1)_{zz}=-40$ GHz and $(\mathbf D_2)_{zz}=6$ GHz, and

$$\delta(\mathbf c_1)_{zz}=-\frac{28(-40)+8(6)}{5\times9000}=+0.0238 .$$

The $x$ and $y$ entries change by half as much with the opposite sign. To first order $\mathbf c_1=\mathrm{diag}(1.9881,1.9881,2.0238)$ and $\mathbf c_2=\mathrm{diag}(-0.9881,-0.9881,-1.0238)$. Numerical diagonalization of the 20-state electronic Hamiltonian agrees with these entries to about $10^{-4}$. With the numerical coefficients the hyperfine tensors are

$$\mathbf A_1=\mathrm{diag}(-377.7,-377.7,-283.3)\ \text{MHz},$$

$$\mathbf A_2=\mathrm{diag}(217.4,217.4,209.9)\ \text{MHz}.$$

No component changes by more than about 2.4% of its value, but the anisotropy of site 2 is affected far more. The difference $A_{2,zz}-A_{2,xx}$ goes from $205-220=-15$ MHz to $209.9-217.4=-7.5$ MHz, half its former size. A small anisotropy in $\mathbf c_2$ multiplies the large isotropic coupling, and the product competes with the small anisotropy of $\mathbf a_2$. For site 1 the same difference changes from 100 to 94.4 MHz. In this model the plain factors 2 and $-1$ suffice for the isotropic couplings, while a comparison of anisotropies requires the zero-field tensors as well.
